\section*{Bosonic time-dependent orbital-free DFT and its leading nonadiabatic Pauli potential}

\section{One orbital for the density}

\noindent\textbf{Q.} Electrons are fermions. How can a single orbital carry their time-dependent density?

\noindent\textbf{A.} The orbital is asked to reproduce the density and nothing else. In Hartree atomic units, write $\phi=\sqrt n\,e^{iS}$ with $n>0$ and require $i\partial_t\phi=[-\tfrac12\nabla^2+v_B]\phi$. With $R=\sqrt n$, differentiation gives $i\partial_t\phi/\phi=i\dot R/R-\dot S$ and $\nabla^2\phi/\phi=\nabla^2R/R-|\nabla S|^2+i(2\nabla R\cdot\nabla S/R+\nabla^2S)$. The imaginary part, multiplied by $2n$, and the real part read
\begin{align}
\partial_t n+\nabla\cdot(n\nabla S)&=0, \label{cont}\\
\partial_t S+\tfrac12|\nabla S|^2+v_B-\frac{\nabla^2\sqrt n}{2\sqrt n}&=0. \label{hj}
\end{align}
For given $n(\mathbf r,t)$, Eq.~\eqref{cont} is an elliptic equation for $S$. In a periodic cell the phase may wind across the cell, and the winding is part of the initial state. Two solutions with the same winding differ by a periodic $D$ with $\nabla\cdot(n\nabla D)=0$; multiplying by $D$ and integrating by parts gives $\int n|\nabla D|^2=0$, so for a given winding $S$ is fixed up to a function of time. Equation~\eqref{hj} then gives $v_B$; a different winding gives in general a different $v_B$ for the same density. If the same density comes from Kohn--Sham orbitals in a potential $v_s$, the Pauli potential is defined as $v_P=v_B-v_s$, and
\begin{equation}
i\partial_t\phi=\left[-\tfrac12\nabla^2+v_s+v_P\right]\phi . \label{bos}
\end{equation}
That $v_s$, and hence $v_P$, is a functional of the density history and the initial state is the Runge--Gross theorem, assumed here. The boson current $\mathbf j=n\nabla S$ and the Kohn--Sham current both obey continuity, so their divergences agree; nothing forces their transverse parts to agree.

\section{The Pauli kernel}

\noindent\textbf{Q.} That defines $v_P$ without giving it. What can be computed?

\noindent\textbf{A.} Its linear response about the spin-unpolarized uniform gas at zero temperature, with $n_0=k_F^3/3\pi^2$ and $N_0=k_F/\pi^2$. Perturbations vary as $e^{i\mathbf q\cdot\mathbf r-i\omega t}$ and responses are retarded. To first order $\nabla^2\sqrt n/2\sqrt n=\nabla^2\delta n/4n_0$, so Eqs.~\eqref{cont} and \eqref{hj} become
\begin{equation}
-i\omega\,\delta n-n_0q^2S=0,\qquad -i\omega S+\delta v_B+\frac{q^2}{4n_0}\delta n=0 .
\end{equation}
The first gives $S=-i\omega\,\delta n/n_0q^2$, so $-i\omega S=-\omega^2\delta n/n_0q^2$, and the second gives
\begin{equation}
\chi_B^{-1}=\frac{\delta v_B}{\delta n}=\frac{\omega^2-q^4/4}{n_0q^2}.
\end{equation}
The density change is common to both systems, $\delta n=\chi_B\delta v_B=\chi_s\delta v_s$, so $\delta v_P=f_P\,\delta n$ with
\begin{equation}
f_P=\chi_B^{-1}-\chi_s^{-1}.
\end{equation}

For $\chi_s$, linearize $i\dot\rho=[h,\rho]$ about occupations $f_{\mathbf k}$: $(z-\epsilon_{\mathbf{k+q}}+\epsilon_{\mathbf k})\,\delta\rho_{\mathbf{k+q},\mathbf k}=(f_{\mathbf k}-f_{\mathbf{k+q}})\,\delta v_s$ with $z=\omega+i0$. Sum over $\mathbf k$ and two spins, and put $\mathbf k\to-\mathbf k-\mathbf q$ in the $f_{\mathbf{k+q}}$ term, which reverses the sign of the energy difference. That difference, $\Delta=qk+q^2/2$, depends on the component $k$ along $\mathbf q$, and each slice of the Fermi sphere is a disc of area $\pi(k_F^2-k^2)$. With $2\pi/(2\pi)^3=1/4\pi^2$,
\begin{equation}
\chi_s(q,z)=\frac1{4\pi^2}\int_{-k_F}^{k_F}dk\,(k_F^2-k^2)\left[\frac1{z-\Delta}-\frac1{z+\Delta}\right]. \label{lind}
\end{equation}

\section{Low frequency}

\noindent\textbf{Q.} The Lindhard function has logarithmic singularities. Why should it have an expansion in $\omega$?

\noindent\textbf{A.} The singularities sit where a pole of the integrand reaches an end of the interval, at $|\omega|=|qk_F\pm q^2/2|$. Between the nearest pair the function is smooth.

At $\omega=0$ the bracket is $-2/\Delta$, a principal value. With $x=k+q/2$, $\Delta=qx$ and $k_F^2-k^2=(k_F^2-q^2/4)+qx-x^2$. Divided by $x$ and integrated from $q/2-k_F$ to $q/2+k_F$, the three terms give a logarithm, $2qk_F$ and $-qk_F$. With $\eta=q/2k_F$,
\begin{equation}
\chi_s(q,0)=-N_0F,\qquad F=\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right| .
\end{equation}
The principal part at finite $\omega$ has the bracket $2\Delta/(\omega^2-\Delta^2)$, even in $\omega$, so $\mathrm{Re}\,\chi_s=-N_0F+O(\omega^2)$. The imaginary part follows from $1/(y+i0)=\mathrm P/y-i\pi\delta(y)$. The two delta functions select $k_1=\omega/q-q/2$ and $k_2=-\omega/q-q/2$, each with Jacobian $1/q$. For $\omega>0$ both lie in the sphere when $\omega<qk_F-q^2/2$, which requires $q<2k_F$. In this window
\begin{equation}
\mathrm{Im}\,\chi_s=-\frac{(k_F^2-k_1^2)-(k_F^2-k_2^2)}{4\pi q}=-\frac{k_2^2-k_1^2}{4\pi q}=-\frac{\omega}{2\pi q}, \label{im}
\end{equation}
because $k_2^2-k_1^2=4(\omega/q)(q/2)$. The law is linear throughout the window and ends at its edge. At $q=k_F/2$, quadrature of Eq.~\eqref{lind} gives a ratio to Eq.~\eqref{im} of 1 at 0.8 times the edge frequency and 0.487 at 1.3 times it. For $q>2k_F$, $\Delta\ge q^2/2-qk_F>0$: no pair can be made at low frequency, $\chi_s$ is real and even, and there is no linear term.

Inverting with $1/(a+b)=1/a-b/a^2+\dots$, $a=-N_0F$, $b=-i\omega/2\pi q$,
\begin{equation}
\chi_s^{-1}=-\frac1{N_0F}+\frac{i\omega}{2\pi qN_0^2F^2}+O(\omega^2).
\end{equation}
Since $\chi_B^{-1}$ has no odd term and $1/N_0^2=\pi^4/k_F^2$,
\begin{equation}
f_P=f_{\rm ad}-i\omega C+O(\omega^2),\quad f_{\rm ad}=\frac{\pi^2}{k_FF}-\frac{q^2}{4n_0},\quad C=\frac{\pi^3}{2k_F^2qF^2}. \label{fp}
\end{equation}
The program extracts $f_{\rm ad}$ and $C$ from Eq.~\eqref{lind} at imaginary frequency for four wave numbers below $2k_F$, and a slope consistent with zero at $2.5k_F$.

\noindent\textbf{Q.} I see a frequency. Where is the current?

\noindent\textbf{A.} The factor $-i\omega$ is $\partial_t$, and continuity gives $\partial_tn=-i\mathbf q\cdot\mathbf j$, so $v^{\rm nad}=C\,\partial_tn=-C\,i\mathbf q\cdot\mathbf j$. For small $\eta$, $\ln\frac{1+\eta}{1-\eta}=2(\eta+\eta^3/3+\eta^5/5+\dots)$ gives $F=1-a$ with $a=\eta^2/3+\eta^4/15+\dots$, and $F^{-2}=1+2a+3a^2+\dots=1+\tfrac23\eta^2+\tfrac7{15}\eta^4+\dots$. With $\tfrac23\eta^2=q^2/6k_F^2$,
\begin{equation}
v^{\rm nad}(\mathbf q,t)=-\frac{\pi^3}{2k_F^2F^2}\frac{i\mathbf q\cdot\mathbf j}{q}\approx-\frac{\pi^3}{12}\left[\frac{6}{k_F^2q}+\frac{q}{k_F^4}\right]i\mathbf q\cdot\mathbf j . \label{main}
\end{equation}
Equation~\eqref{main} holds for $q<2k_F$; above $2k_F$ there is no linear term and $C$ is set to zero. The two-term form needs small $\eta$: it is 3\% low at $q=k_F$ and 16\% low at $1.5k_F$. The current enters through its divergence alone, which the bosons share with the fermions, so Eq.~\eqref{main} can be evaluated with $\mathbf j=\mathrm{Im}\,\phi^*\nabla\phi$. The current form is a way of writing $\partial_tn$ from the orbital at one instant. Since $\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}/r^2=4\pi\int_0^\infty dr\,\sin(qr)/qr=2\pi^2/q$, the leading term is
\begin{equation}
v^{\rm nad}(\mathbf r,t)=\frac{\pi}{4k_F^2}\int d^3r'\,\frac{\partial_tn(\mathbf r',t)}{|\mathbf r-\mathbf r'|^2},
\end{equation}
valid when the Fourier components of $\partial_tn$ lie well below $2k_F$ and also satisfy $\omega\ll qk_F$, a condition that fails at the smallest $q$ for any finite frequency. Here $k_F$ is that of the reference gas; replacing it by a local value is a further approximation outside this derivation.

\noindent\textbf{Q.} $C$ diverges as $q\to0$. Low frequency compared with what?

\noindent\textbf{A.} Compared with $qk_F$. Let $q\to0$ at fixed $u=z/qk_F$. Putting $k\to-k$ in the second term of Eq.~\eqref{lind} makes the bracket $1/(z-qk-q^2/2)-1/(z-qk+q^2/2)\to q^2/(z-qk)^2$. Integrating by parts, with the boundary term killed by $k_F^2-k^2$ and with $k=k_Fs$,
\begin{equation}
\chi_s=\frac{N_0}2\int_{-1}^1\frac{s\,ds}{u-s}=-N_0\left[1-\frac u2\ln\frac{u+1}{u-1}\right].
\end{equation}
For small $u+i0$ the logarithm is $2u-i\pi+O(u^3)$, so the bracket is $1+\epsilon$ with $\epsilon=i\pi u/2-u^2$, and its inverse is $1-\epsilon+\epsilon^2=1-i\pi u/2+(1-\pi^2/4)u^2$. The boson term is $\omega^2/n_0q^2=u^2k_F^2/n_0=3u^2/N_0$. Together,
\begin{equation}
f_P=\frac{\pi^2}{k_F}\left[1-\frac{i\pi}2u+\left(4-\frac{\pi^2}4\right)u^2+\dots\right]\quad(q\ll k_F).
\end{equation}
The coefficient is 1.5326; quadrature at $q=0.02k_F$ gives 1.5325. For $q\ll k_F$ the neglected term is about $u$ times the one kept. As $q\to2k_F$ the window closes and the range of Eq.~\eqref{fp} shrinks with it.

\section{Properties of the truncated model}

\noindent\textbf{Q.} A truncated kernel may be acausal or may create energy.

\noindent\textbf{A.} This truncation does neither. Keeping the first two terms of Eq.~\eqref{fp}, $\chi^{-1}=\chi_B^{-1}-f_{\rm ad}+i\omega C$. The $q^4/4$ terms cancel and
\begin{equation}
\chi=\frac{n_0q^2}{\omega^2+i\gamma\omega-\Omega^2},\quad \Omega^2=\frac{n_0q^2}{N_0F}=\frac{q^2k_F^2}{3F},\quad\gamma=n_0q^2C=\frac{\pi qk_F}{6F^2}. \label{model}
\end{equation}
The poles $-i\gamma/2\pm\sqrt{\Omega^2-\gamma^2/4}$ lie in the lower half-plane for $q<2k_F$, so the response is causal; for $q>2k_F$, where $C=0$, the mode is undamped. Closing $\int\omega\chi\,d\omega$ above, the arc, where $\omega\chi\to n_0q^2/\omega$, contributes $i\pi n_0q^2$. Hence $-(2/\pi)\int_0^\infty\omega\,\mathrm{Im}\,\chi\,d\omega=n_0q^2$, the $f$-sum rule. Adding the $u^2$ term would change the coefficient of $\omega^2$ in $\chi^{-1}$ and break this rule.

For the energy, take $v_s$ as prescribed, $v_P=v^{\rm ad}+v^{\rm nad}$ with $v^{\rm ad}=\delta T_P^{\rm ad}/\delta n$, and $E_{\rm ad}=\int\tfrac12|\nabla\phi|^2+T_P^{\rm ad}+\int v_sn$. With $h=-\tfrac12\nabla^2+v_s+v^{\rm ad}$, $\dot E_{\rm ad}=2\,\mathrm{Re}\int\dot\phi^*h\phi+\int n\,\partial_tv_s$. Equation~\eqref{bos} gives $h\phi=i\dot\phi-v^{\rm nad}\phi$; $i|\dot\phi|^2$ has no real part and $2\,\mathrm{Re}\,\dot\phi^*\phi=\partial_tn$, so
\begin{equation}
\dot E_{\rm ad}=\int n\,\partial_tv_s\,d^3r-\int v^{\rm nad}\partial_tn\,d^3r .
\end{equation}
With $C=0$ for $q>2k_F$, as in the runs below, the last integral is $\int d^3q\,C(q)|\partial_tn(\mathbf q)|^2/(2\pi)^3\ge0$. It descends from the delta functions of Eq.~\eqref{im} and represents electron--hole pairs, which take up energy and which one orbital cannot hold.

\section{A slow pulse}

\noindent\textbf{Q.} Does the boson equation then absorb what a Fermi sea absorbs?

\noindent\textbf{A.} Take a model gas with $r_s=2$ bohr ($n_0=0.029842$ bohr$^{-3}$, $k_F=0.95958$ bohr$^{-1}$, $N_0=0.097226$ Ha$^{-1}$bohr$^{-3}$), $q=k_F/2=0.47979$ bohr$^{-1}$ and the prescribed potential $v_s=A\cos(qx)\,g(t)$, $g=e^{-t^2/2\tau^2}$, $A=5\times10^{-4}$ Ha, $\tau=40$ a.u.\ (0.97 fs). Then $1/\tau qk_F=0.054$, $F=0.97890$, $C=36.62$ bohr$^3$, $\gamma=0.2516$ Ha and $\Omega=0.2687$ Ha. The two-term factor 1.0417 replaces $F^{-2}=1.0436$ with a relative error of 0.2\%; the runs use $F^{-2}$.

Let $\delta n(t)$ be the amplitude of $\cos qx$. In linear response the real, even part of $\chi_s$ produces a response even in $t$, and $-i\omega/2\pi q$ produces the odd part $A\dot g/2\pi q$. The pulse spectrum $\propto e^{-\omega^2\tau^2/2}$ is negligible at the window edge, where $\omega\tau=0.3453\times40=13.8$. At $t=\tau$, $\dot g=-e^{-1/2}/\tau$, and the odd part is $-5\times10^{-4}\times0.6065/(40\times2\pi\times0.47979)=-2.515\times10^{-6}$ bohr$^{-3}$. The work per volume is $W=\tfrac12A\int\dot g\,\delta n\,dt$, the $\tfrac12$ being the average of $\cos^2$. The even part drops out against the odd $\dot g$, and $\int\dot g^2dt=\sqrt\pi/2\tau$:
\begin{equation}
W=\frac{A^2}{8\sqrt\pi\,q\tau}=\frac{2.5\times10^{-7}}{8\times1.7725\times0.47979\times40}=9.187\times10^{-10}\ \text{Ha bohr}^{-3}. \label{W}
\end{equation}
Propagating the orbitals of the Fermi sea gives $9.184\times10^{-10}$ Ha bohr$^{-3}$ ($8.4\times10^{-7}$ eV per electron) and an odd part $-2.514\times10^{-6}$ bohr$^{-3}$. The deficit in $W$, 0.03\% of Eq.~\eqref{W}, is inside the tested tolerance of $10^{-3}$; that it is of higher order in $A$ is a conjecture.

The nonlinear Eq.~\eqref{bos} was propagated with $v^{\rm ad}=\tfrac12(3\pi^2n)^{2/3}+K*n$. The Thomas--Fermi term has kernel $k_F^2/3n_0=\pi^2/k_F$, so $K=f_{\rm ad}-\pi^2/k_F$ restores the static response. With $v^{\rm nad}$ the work is $9.321\times10^{-10}$ Ha bohr$^{-3}$, equal to the integrated dissipation, and the odd part is $-2.564\times10^{-6}$ bohr$^{-3}$. Without it the work is tested to be below $10^{-3}$ of Eq.~\eqref{W}: the undamped mode at $\Omega\tau=10.7$ lies far outside the pulse spectrum.

The excess follows from Eq.~\eqref{model}. Since $n_0q^2\gamma/\Omega^4=CN_0^2F^2=1/2\pi q$,
\begin{equation}
-\mathrm{Im}\,\chi=\frac{n_0q^2\gamma\omega}{(\omega^2-\Omega^2)^2+\gamma^2\omega^2}=\frac{\omega}{2\pi q}\left[1+\frac{2\Omega^2-\gamma^2}{\Omega^4}\omega^2+\dots\right].
\end{equation}
By Parseval's relation $W\propto\int-\omega\,\mathrm{Im}\,\chi\,e^{-\omega^2\tau^2}d\omega$, and the weight $\omega^2e^{-\omega^2\tau^2}$ has $\langle\omega^2\rangle=3/2\tau^2$. The excess over Eq.~\eqref{W} is $(3/3200)(0.14436-0.06329)/0.005210=1.46\%$, and $9.321/9.187$ agrees. Relative to the propagated Fermi sea the error is 1.49\% at $\tau=40$ and 5.90\% at $\tau=20$, a ratio of 3.96 against the 4 of a $\tau^{-2}$ law; relative to the strict linear response of Eq.~\eqref{W} the errors are 1.47\% and 5.90\%, a ratio of 4.02.

\noindent\textbf{Q.} That tests a consequence. Can the potential itself be checked?

\noindent\textbf{A.} Yes, by inversion. In time, $\chi_B^{-1}\delta n=-(\delta\ddot n+q^4\delta n/4)/n_0q^2$, so the Kohn--Sham density gives the Pauli amplitude as this quantity minus $Ag$. Subtracting $f_{\rm ad}\delta n$ and taking the part odd in time at $t=\tau$ gives $2.596\times10^{-5}$ Ha. The odd part of $C\,\delta\dot n$ on the same density is $2.626\times10^{-5}$ Ha; the lowest-order estimate $-CN_0FA\dot g=36.62\times0.097226\times0.9789\times5\times10^{-4}\times0.6065/40$ is $2.64\times10^{-5}$ Ha. The deviation relative to $C\,\delta\dot n$ is $-1.15\%$ at $\tau=40$ and $-4.51\%$ at $\tau=20$ for the density propagated at this finite $A$; in strict linear response it is $-1.11\%$ and $-4.49\%$. A $\tau^{-2}$ law is expected, because the next odd contribution carries two more time derivatives, and the program tests the ratio.

\section{Where it fails}

\noindent\textbf{Q.} Would you use it for a plasmon?

\noindent\textbf{A.} Not where it lies above the pair continuum: there $u>1$, while Eq.~\eqref{fp} was derived for low frequency. Above the continuum expand the bracket of Eq.~\eqref{lind} as $2\Delta/\omega^2+2\Delta^3/\omega^4+\dots$. The disc weight has $\langle k\rangle=\langle k^3\rangle=0$ and $\langle k^2\rangle=k_F^2/5$, so $\langle2\Delta\rangle=q^2$ and $\langle2\Delta^3\rangle=3q^4\langle k^2\rangle+q^6/4$. Then $\chi_s^{-1}=[\omega^2-\tfrac35q^2k_F^2-q^4/4]/n_0q^2+O(\omega^{-2})$ and
\begin{equation}
f_P\to\frac{3k_F^2}{5n_0},
\end{equation}
a real constant, 18.51 Ha bohr$^3$ here, against the static long-wavelength value 10.29 Ha bohr$^3$. The model kernel instead grows as $-i\omega C$.

With the Hartree term in $v_s$ and no exchange-correlation kernel (the random-phase approximation, RPA), free oscillations obey $\chi^{-1}=4\pi/q^2$. Equation~\eqref{model} gives $\omega=-i\gamma/2+\sqrt{\omega_p^2+\Omega^2-\gamma^2/4}$ with $\omega_p^2=4\pi n_0$. At $q=0.2k_F$, with $\omega_p=0.6124$ Ha, the propagated model oscillates at 0.6197 Ha and decays at $\gamma/2=0.0485$ Ha, an amplitude lifetime of 0.50 fs. The RPA root from Eq.~\eqref{lind} is 0.6292 Ha, above the continuum edge $qk_F+q^2/2=0.2026$ Ha, where neither delta function contributes and the mode is undamped. The model damping is spurious at this level of theory. Since $\gamma\propto q$ for $q\ll k_F$, the model pole tends to $\omega_p$ as $q\to0$ and the error grows with $q$: at $q=0.6k_F$ the pole is $0.676-0.154i$ Ha against the real RPA root 0.791 Ha.

\noindent\textbf{Q.} And a system that simply moves?

\noindent\textbf{A.} It fails there too. A Galilean boost by $V$ multiplies the Kohn--Sham orbitals and $\phi$ alike by a plane-wave phase and translates $v_s$ and $v_B$, so the exact $v_P$ is the translated static one. In a stationary state neither system changes momentum, so $\int n\nabla v_s=\int n\nabla v_B=0$ and the Pauli force vanishes. Equation~\eqref{main} sees $\partial_tn=-V\partial_xn\neq0$. For $n=n_0(1+a\cos qx)$ at $t=0$, $\partial_tn=Vn_0aq\sin qx$ and $\partial_xv^{\rm nad}=CVn_0aq^2\cos qx$, so the force per volume is
\begin{equation}
-\overline{n\,\partial_xv^{\rm nad}}=-\tfrac12CVq^2n_0^2a^2=-\frac{\pi^3Vq\,n_0^2a^2}{4k_F^2F^2}.
\end{equation}
For $a=0.1$, $V=0.01$ a.u.\ and $q=k_F/2$ this is $-\tfrac12\times36.62\times0.01\times0.2302\times8.905\times10^{-4}\times0.01=-3.75\times10^{-7}$ Ha bohr$^{-4}$. The kernel was derived for a Fermi sphere at rest, and $\omega$ is measured in that frame. Applied to a gas in overall motion, it brakes the density against a sea that is not there.

\section*{Values computed for the example and the checks}
\begin{verbatim}
series 1/F^2 = 7*e**4/15 + 2*e**2/3 + 1
rs = 2 bohr
n0 = 0.0298416 bohr^-3
kF = 0.959579 bohr^-1
N0 = 0.0972257 Ha^-1 bohr^-3
q = 0.47979 bohr^-1
eta = 0.25 
F = 0.978899 
1/F^2 = 1.04358 
two-term 1+2eta^2/3 = 1.04167 
window q kF - q^2/2 = 0.345297 Ha
f_ad = 8.57855 Ha bohr^3
C formula = 36.6211 bohr^3
C from quadrature = 36.6211 bohr^3
slope at q=2.5kF = -6.48922e-09 bohr^3
u^2 coefficient, q=0.02kF = 1.53249 pi^2/kF
4 - pi^2/4 = 1.5326 
Im chi/linear law, 0.8 window = 1 
Im chi/linear law, 1.3 window = 0.486538 
f_P at w = 50i q kF = 18.5122 Ha bohr^3
3kF^2/(5n0) = 18.5136 Ha bohr^3
kF^2/(3n0) = 10.2853 Ha bohr^3
gamma = 0.251567 Ha
gamma = 6.8455 eV
Omega = 0.268659 Ha
model f-sum/(n0 q^2) = 1 
A = 0.0005 Ha
tau = 40 a.u.
tau = 0.967554 fs
1/(tau q kF) = 0.0543011 
W formula = 9.1868e-10 Ha bohr^-3
W Kohn-Sham = 9.18443e-10 Ha bohr^-3
W boson nonadiabatic = 9.32143e-10 Ha bohr^-3
W model spectral = 9.32143e-10 Ha bohr^-3
W dissipated by v_nad = 9.32143e-10 Ha bohr^-3
W adiabatic/W formula = 2.41525e-10 
W Kohn-Sham per electron = 8.37494e-07 eV
W model error, tau=40 = 1.49166 %
W model error, tau=20 = 5.90496 %
odd dn(tau) formula = -2.51497e-06 bohr^-3
odd dn(tau) Kohn-Sham = -2.51445e-06 bohr^-3
odd dn(tau) boson = -2.56415e-06 bohr^-3
odd v_nad(tau) inverted = 2.59618e-05 Ha
odd v_nad(tau) formula = 2.62628e-05 Ha
v_nad deviation, tau=40 = -1.14582 %
v_nad deviation, tau=20 = -4.50893 %
plasmon q = 0.2kF = 0.191916 bohr^-1
w_p = 0.612372 Ha
continuum edge = 0.202574 Ha
RPA plasmon = 0.629223 Ha
model plasmon, fitted Re = 0.619667 Ha
model plasmon, fitted -Im = 0.0485362 Ha
gamma/2 formula = 0.0485362 Ha
spurious amplitude decay time = 0.498367 fs
rigid modulation a = 0.1 
rigid velocity V = 0.01 a.u.
spurious drag = -3.75358e-07 Ha bohr^-4
\end{verbatim}
